# Why median selector leakage underestimates the leakage of a crossbar array

**The argument under review**

The manuscript estimates the standing leakage of a crossbar in which each memory element has a threshold selector in series. The selector current depends exponentially on an energy barrier, and the barrier varies from cell to cell. The authors take the leakage of the median cell, multiply it by the number of half-selected cells, and obtain the array total. They argue that leaky and tight cells compensate each other because the barrier distribution is symmetric, and that any remainder averages out because the array contains thousands of cells.

The median is a sound description of one typical selector. The question is whether it also fixes a sum over many selectors. I examine this within the authors' own model, then ask when the corrected estimate fails in turn.

**The current of one cell**

Let electrons hop between traps a distance $\Delta z$ apart in a film of thickness $L$, over a barrier $\phi$. A voltage $V$ lowers the barrier midway between traps by $qV\Delta z/2L$ for forward hops and raises it equally for backward hops. With trap density $N$, attempt rate $\nu$ and cell area $A$, each layer of thickness $\Delta z$ holds $AN\Delta z$ electrons able to hop. The net current is therefore

$$I=qAN\Delta z\,\nu\left[e^{-(\phi-qV\Delta z/2L)/kT}-e^{-(\phi+qV\Delta z/2L)/kT}\right]=C\,e^{-\phi/kT},$$

$$C=2qAN\Delta z\,\nu\,\sinh\!\left(\frac{qV\Delta z}{2LkT}\right).$$

One effective barrier stands for the whole cell. I assume first that $V$, $T$ and $C$ are common to all cells, and that the barriers are independent and Gaussian with mean $\phi_0$ and standard deviation $\sigma$. Write

$$\phi=\phi_0-\sigma z,\qquad s=\frac{\sigma}{kT},$$

where $z$ is a standard normal variable, positive for a leaky cell. Then $I=I_{\rm med}\,e^{sz}$ with $I_{\rm med}=Ce^{-\phi_0/kT}$. This is indeed the median: the current falls monotonically with $\phi$, so the cell with the middle barrier has the middle current.

**Symmetric barriers do not give compensating currents**

Take two cells with barriers $\phi_0\pm\delta$. Their average current is

$$\tfrac12 I_{\rm med}\left(e^{\delta/kT}+e^{-\delta/kT}\right)=I_{\rm med}\cosh(\delta/kT),$$

which exceeds $I_{\rm med}$ for every nonzero $\delta$. The leaky cell gains more current than the tight one loses. The barriers compensate; the currents do not.

For the Gaussian distribution the mean current is

$$\langle I\rangle=I_{\rm med}\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{sz-z^2/2}.$$

Since $(z-s)^2=z^2-2sz+s^2$, the exponent equals $s^2/2-(z-s)^2/2$. The remaining integral is that of a normalized Gaussian centred at $z=s$, so

$$\boxed{\langle I\rangle=I_{\rm med}\,\exp\!\left[\frac{\sigma^2}{2(kT)^2}\right]}$$

The expected total of $M$ cells is $M\langle I\rangle$. Adding cells does not repair the authors' estimate: averaging makes the total per cell converge to the mean, not to the median. For $s\ll1$ the enhancement is $1+s^2/2$ and the median suffices; once $\sigma$ exceeds $kT$ it does not.

The completed square also shows where the current flows. Weighted by current, the barriers are again Gaussian with the same $\sigma$, but centred at

$$\phi^*=\phi_0-\sigma s=\phi_0-\frac{\sigma^2}{kT}.$$

Half of the mean leakage thus comes from cells with $\phi<\phi^*$, that is $z>s$. Their fraction is $\Phi(-s)$, where $\Phi$ is the cumulative normal distribution.

**Numbers for a 1024 × 1024 array**

In the half-voltage scheme the selected cell receives twice the half bias. The other cells on its two lines receive the half bias, and all remaining cells receive none. Hence $M=2(1024-1)=2046$. I consider the state before the selected cell switches on; the totals below count only the half-selected cells, not the current of the selected cell itself.

Round parameters are $L=20$ nm, $A=20\times20$ nm², $\Delta z=5$ nm, $N=10^{19}$ cm⁻³, $\nu=10^{13}$ s⁻¹, $V=1.2$ V, $\phi_0=0.40$ eV, $\sigma=40$ meV and $T=300$ K. The field lowers the forward barrier by $1.2\times5/(2\times20)=0.15$ eV. The backward current is negligible, and the prefactor $qAN\Delta z\,\nu$ is $3.2\times10^{-5}$ A, so

$$I_{\rm med}\approx3.2\times10^{-5}\,{\rm A}\times e^{-0.25/0.02585}\approx2.02\ {\rm nA}.$$

With $s=40/25.85=1.547$ the enhancement is $e^{1.197}=3.31$, and the mean cell leaks 6.70 nA. Numerical integration of the hopping current over the barrier distribution gives the same factor. The two estimates of the array total are

$$M I_{\rm med}=4.14\ \mu{\rm A},\qquad M\langle I\rangle=13.7\ \mu{\rm A}.$$

The dominant barrier is $\phi^*=0.338$ eV, where a cell leaks 22 nA. About 6% of the cells carry half the expected leakage.

The error passes directly into the permitted array size. With $n$ lines per side and a leakage budget $B$, the condition $2(n-1)\,I\le B$ gives $n\le1+B/2I$. For $B=10\ \mu$A, at the same bias and temperature, the median would allow about 2470 lines and the mean about 750. Even the second figure holds the expected total to the budget without margin for scatter or a hotter chip.

**Heating changes the two estimates differently**

Let $\beta=1/kT$ and define the apparent activation energy at fixed voltage as $E=-d\ln I/d\beta$. If $\phi_0$, $\sigma$, $N$ and $\nu$ do not depend on temperature, then $\ln\langle I\rangle=\ln I_{\rm med}+\beta^2\sigma^2/2$, and differentiation gives

$$E_{\rm mean}=E_{\rm med}-\beta\sigma^2=E_{\rm med}-\frac{\sigma^2}{kT}.$$

At 300 K these energies are 0.188 eV for the expected total and 0.250 eV for the median cell. The latter is the mean barrier less its field lowering. An activation energy measured on a whole array is therefore not the mean barrier of its cells, even after correction for the field.

At 358 K the enhancement falls to 2.32, because $s$ is smaller. The leakage itself rises: the median cell passes 9.7 nA and the expected total is 46 µA. A smaller enhancement is not a smaller leakage.

**When does one array follow the mean?**

Replacing $s$ by $2s$ in the Gaussian average gives $\langle I^2\rangle=I_{\rm med}^2e^{2s^2}$. Subtracting $\langle I\rangle^2=I_{\rm med}^2e^{s^2}$ and dividing by it gives a relative variance $e^{s^2}-1$ for one cell. Variances of independent cells add, so the relative standard deviation of the total is

$$\frac{\Delta I_{\rm tot}}{\langle I_{\rm tot}\rangle}=\sqrt{\frac{e^{s^2}-1}{M}}.$$

Thus $M\gg e^{s^2}$ suffices for the total to lie close to its mean. Here the scatter is 7.0%, and 4000 simulated arrays also give 7.0%. The median array total is 0.993 of the expected total. The distinction matters: the median *array* is well predicted by the mean *cell*, not by the median cell.

For broader barriers the mean can itself mislead. The expected number of cells with $z>z_M=\sqrt{2\ln M}$ is less than $Me^{-z_M^2/2}/(z_M\sqrt{2\pi})=1/(z_M\sqrt{2\pi})$, about 0.1 for this array. Most arrays contain no such cell. The part of the mean carried by cells with $z<z_M$ is, from the same completed square,

$$\langle I\rangle_{z<z_M}=\langle I\rangle\,\Phi(z_M-s).$$

Once $s$ is well above $z_M$, this part is small: the mean is then carried by cells that a typical array lacks. For $M=2046$, $z_M=3.9$, which corresponds to $\sigma\approx101$ meV at 300 K. The change is gradual. In the simulation the median total is 0.79 of the expected total at $s=3$ and 0.0095 of it at $s=6$. In the latter case the leakiest cell typically carries more than half the total.

These broad cases describe an exponential without upper bound, not the cells of the example. There the field-lowered barrier is 0.25 eV and vanishes at $z=0.25\ {\rm eV}/\sigma$. This is 3.2 for $s=3$, 2.5 for $\sigma=101$ meV and 1.6 for $s=6$, in each case below $z_M$. Beyond that point the hopping formula no longer applies. If the current is capped at its zero-barrier value, the expected total falls, and the median total lies within 1% of it in all three cases. The mean fails in the way described when the lowered barrier survives out to about $z_M$, that is when it exceeds roughly $\sigma z_M$, some 0.39 eV at $\sigma=101$ meV. For the example itself, with $\sigma=40$ meV, the barrier vanishes only at $z=6.25$, and the cap is immaterial.

**Independence and the shape of the tail**

Suppose part of the variation, with standard deviation $\sigma_g$, is a shift $g$ common to all cells of an array, and the local remainder has variance $\sigma^2-\sigma_g^2$. Averaging over cells acts on the local part alone. For large $M$,

$$I_{\rm tot}\approx M I_{\rm med}\,e^{-g/kT}\exp\!\left[\frac{\sigma^2-\sigma_g^2}{2(kT)^2}\right].$$

The median shift is zero, so the median array has the reduced enhancement, while $\ln I_{\rm tot}$ scatters from array to array by $\sigma_g/kT$. With $\sigma_g=20$ meV and the total $\sigma$ held at 40 meV, the formula gives 2.45; the simulated arrays give 2.39, a difference comparable to the sampling error of about 0.04 in a median over 4000 arrays. The scatter of 0.77 in the logarithm is a factor of about 2.2 in current, and a larger array does not reduce it.

Nor does $\sigma$ alone determine the enhancement. For uniformly distributed barriers with the same mean and standard deviation, $z$ runs from $-\sqrt3$ to $\sqrt3$ with density $1/(2\sqrt3)$, and

$$\frac{\langle I\rangle}{I_{\rm med}}=\frac{1}{2\sqrt3}\int_{-\sqrt3}^{\sqrt3}e^{sz}\,dz=\frac{\sinh(\sqrt3\,s)}{\sqrt3\,s}=2.71,$$

instead of 3.31. The authors need evidence about the low-barrier tail well beyond $\phi^*$: in the Gaussian case half the mean leakage comes from barriers below $\phi^*$, and about 2% still comes from barriers more than $2\sigma$ below it. A Gaussian fitted to the centre of the distribution does not supply it.

**Relation to real selectors**

The example is meant for chalcogenide threshold selectors, for which films of tens of nanometres, biases of order a volt and nanoampere leakage are reasonable rough scales. The barrier spread is a chosen value, not a measured one, and it should be replaced by data for the devices concerned. The density, area and attempt rate set the absolute current but cancel from the enhancement as long as they are the same in every cell.

The common-voltage assumption neglects the voltage drops across the memory element and along the lines. A series resistance of 10 kΩ lowers the mean leakage by 0.3%, but 1 MΩ, a rough value for a high-resistance state, lowers it by 15%, because the leakiest cells lose the most selector voltage. A line resistance of 3 Ω per cell lowers the line's leakage by 3%. A 3% standard deviation in film thickness, at fixed barrier, raises the average current by 2%.

Tunnelling matters more for the absolute current. I estimated it for a parabolic barrier of height $\phi$ between neighbouring traps, using the free-electron mass and a thermal average of the transmission, and keeping the field lowering at its midpoint value. It doubles the median leakage, but lowers the enhancement from 3.31 to 2.93. At fixed hop distance a lower barrier is also less sharply curved, so tunnelling helps the leaky cells less. These figures hold for the free-electron mass. A lighter effective mass strengthens both changes: with half that mass, the same estimate raises the median leakage about fivefold and lowers the enhancement to about 2.4.

Nor are these figures error bounds, because the barrier shape matters too. The field moves the top of a parabola away from the midpoint, which leaves the barrier higher than assumed by $(qV\Delta z/2L)^2/4\phi$. For the median cell this is $0.15^2/(4\times0.40)=0.014$ eV, enough to reduce its current to 0.58 times the value without this shift. The shift is larger for lower barriers, so it reduces the enhancement further.

Finally, a very leaky cell may switch on by itself, which this model excludes. If that happened at 1 µA, an assumed level, about one array in sixteen would contain such a cell. These cells carry only 0.7% of the mean leakage in the model, but one that switched would be a failure of selection, not a small correction to a sum. The level only illustrates how often the tail is reached and is not a workable threshold. At twice the half bias the median cell passes just 0.67 µA in this model, so only about 40% of cells would reach 1 µA when selected. The currents at full and half bias differ by a factor of about 330, equivalent to $3.75\sigma$ of barrier. With this spread no common current level both selects nearly every cell and spares the half-selected ones, so switching needs a criterion of its own.

**Requested revision**

The authors should replace the median by the mean in the array total and in the size limit, and report the distribution of $\ln I$, including its leaky tail, at the half bias and at the highest operating temperature. If they estimate the mean directly from $m$ measured cells, the scatter formula applies with $M$ replaced by $m$: for the example, 100 cells leave a relative standard error of about 32%. They should also separate variation within arrays from variation between them, since the first raises the typical total and the second requires a margin. The numerical output below gives the main values for the example.

## Calculated quantities

```
Film, cell side, hop: 20, 20, 5 nm
Trap density: 1.0e+19 cm^-3; rate 1e+13 1/s
Half bias: 1.20 V; field 0.60 MV/cm
Mean barrier: 0.400 eV; deviation 40.0 meV
Field lowering of barrier: 0.150 eV
kT at 300 K: 25.85 meV; s = 1.5473
Lines per side: 1024; half-selected cells M = 2046
Median cell leakage: 2.023 nA
Mean cell leakage (quadrature): 6.695 nA
Enhancement exp(s^2/2): 3.3102
Enhancement by quadrature: 3.3102
Array total from median: 4.14 uA
Expected array total: 13.70 uA
Simulated mean total, 4000 arrays: 13.69 uA
Simulated median cell leakage: 2.029 nA
Dominant barrier phi*: 0.3381 eV; leakage 22.16 nA
Current share below phi*: 0.5000
Fraction of cells below phi*: 6.09 %
Relative scatter of total, formula: 6.98 %
Relative scatter of total, simulated: 6.95 %
Median total / expected total: 0.9934
Typical share of leakiest cell: 2.85 %
Boundary sqrt(2 ln M): s = 3.905, sigma = 100.9 meV
s = 3: median/expected total 0.7905, top cell 0.182
s = 6: median/expected total 0.0095, top cell 0.569
Activation energy, median cell: 0.2500 eV
Activation energy, total: 0.1881 eV
Difference sigma^2/kT: 0.0619 eV
At 358 K: s = 1.2966, enhancement 2.3177
At 358 K: median 9.69 nA, mean 22.46 nA
At 358 K: expected array total 45.9 uA
Budget 10 uA, lines allowed by median: 2473
Budget 10 uA, lines allowed by mean: 747
Shared deviation: 20 meV; local 34.64 meV
  median-array enhancement: 2.454, simulated 2.393
  log scatter: 0.774, simulated 0.782
Uniform-barrier enhancement: 2.7082
Series 10 kohm: mean leakage times 0.9966
Series 1 Mohm: mean leakage times 0.8488
Line 3 ohm/cell: far drop 10.10 mV
  line leakage times 0.9680
Thickness deviation 3 %: mean times 1.0209
Tunnelling: median leakage times 2.023
Tunnelling: enhancement becomes 2.930
Loss from vanishing barriers: 3.0e-07 of mean
Thermal resistance: 5 K/uW; heating at phi* 0.133 K
  leakage gain from heating at phi*: 0.32 %
Cells above 1 uA per array: 0.0623, sim 0.0597
  their share of mean leakage: 0.691 %
```
